# Errors in computing finite-bias molecular currents from the zero-bias transmission: a program that tests the result

```python
"""Frozen zero-bias transmission versus bias-dependent T(E,V).
Tests: Caroli formula vs wave matching; gauge invariance; frozen current odd,
monotonic, bounded; self-consistent single level (closed forms vs quadrature of
G^<, finite differences); two-site bridge (peak, area, current vs matrix NEGF).
Energies in eV, bias in V, current in microampere."""
import numpy as np
import sympy as sp
from scipy.constants import e, h, k as kB
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

G0 = 2*e**2/h*1e6          # microsiemens
kT300 = kB*300/e
OPT = dict(epsabs=1e-13, epsrel=1e-10, limit=300)

def close(x, y, rel):
    assert abs(x-y) <= rel*abs(y), (x, y)

def out(label, val, unit=""):
    print(f"{label} = {val:.5g} {unit}".rstrip())

def integ(fun, lo, hi, pts=()):
    nodes = [lo] + sorted(p for p in set(pts) if lo < p < hi) + [hi]
    return sum(quad(fun, p, q, **OPT)[0] for p, q in zip(nodes[:-1], nodes[1:]))

def current(T, muL, muR, kT=0.0, pts=()):
    lo, hi = min(muL, muR), max(muL, muR)
    if kT == 0:
        return G0*np.sign(muL-muR)*integ(T, lo, hi, pts)
    w = lambda E: T(E)*(expit((muL-E)/kT)-expit((muR-E)/kT))
    return G0*integ(w, lo-40*kT, hi+40*kT, list(pts)+[lo, hi])

def caroli(E, e1, e2, t, sL, sR):
    G = np.linalg.inv(np.array([[E-e1-sL, t], [t, E-e2-sR]]))
    GL, GR = np.diag([-2*sL.imag, 0]), np.diag([0, -2*sR.imag])
    return np.trace(GL@G@GR@G.conj().T).real

def sigma(x, v, b):        # semi-infinite chain, x inside the band
    return v*v*(x-1j*np.sqrt(4*b*b-x*x))/(2*b*b)

def matching(E, e1, e2, t, UL, UR, v, b):   # unknowns r, c1, c2, tau
    k, q = np.arccos(-(E-UL)/(2*b)), np.arccos(-(E-UR)/(2*b))
    M = np.array([[E-UL+b*np.exp(1j*k), v, 0, 0], [v, E-e1, t, 0],
                  [0, t, E-e2, v], [0, 0, v, E-UR+b*np.exp(1j*q)]])
    rhs = np.array([-(E-UL+b*np.exp(-1j*k)), -v, 0, 0])
    return abs(np.linalg.solve(M, rhs)[3])**2*np.sin(q)/np.sin(k)

for E in (-0.7, -0.1, 0.13, 0.9):
    close(caroli(E, .3, -.2, .15, sigma(E-.4, .5, 2.), sigma(E+.4, .5, 2.)),
          matching(E, .3, -.2, .15, .4, -.4, .5, 2.), 1e-10)

# ---------------- Model A: self-consistent single level ----------------
e0, GL, GR, U = 0.5, 0.10, 0.02, 1.0
Gam = GL+GR; gL, gR = GL/Gam, GR/Gam
TA = lambda eps: (lambda E: GL*GR*abs(1/(E-eps+0.5j*Gam))**2)
N = lambda x: 0.5+np.arctan(2*x/Gam)/np.pi
D = lambda x: Gam/(2*np.pi)/(x*x+Gam**2/4)
n_form = lambda eps, V: 2*(gL*N(V/2-eps)+gR*N(-V/2-eps))
I_form = lambda eps, V: G0*2*np.pi*GL*GR/Gam*(N(V/2-eps)-N(-V/2-eps))

def n_quad(eps, V, kT=0.0):     # n = 2 int dE/2pi |G|^2 (GL fL + GR fR)
    tot = 0.0
    for Gi, mu in ((GL, V/2), (GR, -V/2)):
        f = (lambda E: 1.0) if kT == 0 else (lambda E: expit((mu-E)/kT))
        w = lambda E: abs(1/(E-eps+0.5j*Gam))**2*f(E)
        lo = min(mu, eps)-1-40*kT
        tot += Gi/np.pi*(quad(w, -np.inf, lo, **OPT)[0]+integ(w, lo, mu+40*kT, [eps, mu]))
    return tot

def level(V, nfun, a=0.0):
    n0 = nfun(e0, 0.0)
    return brentq(lambda x: x-e0-a*V-U*(nfun(x, V)-n0), -3, 4, xtol=1e-13)

def slope(eps, V, a=0.0):
    DL, DR = D(V/2-eps), D(-V/2-eps)
    return (a+U*(gL*DL-gR*DR))/(1+2*U*(gL*DL+gR*DR))

I_quad = lambda V, a=0.0: current(TA(level(V, n_quad, a)), V/2, -V/2, 0.0)
dTde = -2*e0*GL*GR/(e0**2+Gam**2/4)**2
for a in (0.0, 0.15):
    for V in (0.0, 1.2, -1.2):
        fd = (level(V+1e-3, n_quad, a)-level(V-1e-3, n_quad, a))/2e-3
        assert abs(fd-slope(level(V, n_form, a), V, a)) < 2e-5
    v = 5e-3    # O(v^2) remainder sets the tolerance
    close((I_quad(v, a)+I_quad(-v, a))/(2*v*v), G0*slope(e0, 0, a)*dTde, 2e-3)
    close((I_quad(v, a)-I_quad(-v, a))/(2*v), G0*TA(e0)(0.0), 1e-3)
    Vs = np.linspace(-4, 4, 161)
    assert np.all(np.diff([I_form(level(V, n_form, a), V) for V in Vs]) > 0)
lam = slope(e0, 0); VA = 1.2
frozA = lambda V, eta, kT=0.0: current(TA(e0), eta*V, -(1-eta)*V, kT, [e0])
close(frozA(VA, 0.3), I_form(e0+0.2*VA, VA), 1e-8)      # eta = rigid shift
close(frozA(-VA, .5, kT300), -frozA(VA, .5, kT300), 1e-9)
out("G0", G0, "uS"); out("kT(300 K)", kT300, "eV")
print(f"A inputs: e0={e0}, GL={GL}, GR={GR}, U={U} eV, a=0, |V|={VA} V")
out("A gammaL", gL); out("A gammaR", gR); out("A n0", n_form(e0, 0))
out("A rho", D(e0), "1/eV"); out("A lambda", lam); out("A T(EF,0)", TA(e0)(0.0))
out("A peak T (any V)", 4*GL*GR/Gam**2); out("A dT/deps", dTde, "1/eV")
out("A G1", G0*TA(e0)(0.0), "uS"); out("A G2", G0*lam*dTde, "uA/V^2")
out("A saturation current", G0*2*np.pi*GL*GR/Gam, "uA")
IA = {}
for V in (VA, -VA):
    ep = level(V, n_form); IA[V] = I_form(ep, V)
    close(current(TA(level(V, n_quad)), V/2, -V/2, 0.0, [ep]), IA[V], 1e-7)
    ep3 = level(V, lambda x, W: n_quad(x, W, kT300))
    print(f"A V={V:+.1f}: eps={ep:.4f} eV, n={n_form(ep, V):.4f}, deps/deV={slope(ep, V):.4f}")
    print(f"A V={V:+.1f}: I={IA[V]:.4f} uA, I(300K)={current(TA(ep3), V/2, -V/2, kT300, [ep3]):.4f} uA")
    print(f"A V={V:+.1f}: I0(eta=1/2)={frozA(V, .5):.4f} uA, I0(1/2-lam)={frozA(V, .5-lam):.4f} uA")
out("A eta=1/2-lambda", .5-lam); out("A |I(-)/I(+)|", -IA[-VA]/IA[VA])
assert -IA[-VA]/IA[VA] > 2

# ---------------- Model B: two-site bridge ----------------
x, O, g_ = sp.symbols("x O g", positive=True)
A_, B_ = (x-O)**2+g_**2, (x+O)**2+g_**2
F_ = ((sp.atan((x-O)/g_)+sp.atan((x+O)/g_))/(2*g_)+(sp.log(B_)-sp.log(A_))/(4*O))/(2*(O**2+g_**2))
assert sp.cancel(sp.together(sp.diff(F_, x)-1/(A_*B_))) == 0
F = sp.lambdify((x, O, g_), F_, "numpy")
eb, t, GB, al = 0.10, 0.03, 0.05, 0.6
g = GB/2
Om = lambda d, tt=t: np.sqrt(tt*tt+d*d/4)
TB = lambda d, tt=t: (lambda E: caroli(E, eb+d/2, eb-d/2, tt, -1j*g, -1j*g))
pts = lambda d: [eb-Om(d), eb+Om(d)]
area = lambda d: 4*np.pi*GB*t*t/(4*t*t+d*d+GB*GB)
IB = lambda V, d: G0*GB**2*t*t*(F(V/2-eb, Om(d), g)-F(-V/2-eb, Om(d), g))
def peak(d, tt=t):
    o = Om(d, tt)
    return tt*tt/o**2 if o >= g else GB**2*tt*tt/(g*g+o*o)**2
def maximize(fun, lo, hi, n):
    grid = np.linspace(lo, hi, n); i = int(np.argmax([fun(s) for s in grid]))
    r = minimize_scalar(lambda s: -fun(s), bounds=(grid[i-1], grid[i+1]),
                        method="bounded", options=dict(xatol=1e-10))
    return r.x, -r.fun
for d, tt in ((0, t), (.12, t), (.6, t), (-.8, t), (.02, .01)):
    close(maximize(TB(d, tt), -.7, .9, 1601)[1], peak(d, tt), 1e-7)
for d in (0, .6, -.4):
    close(integ(TB(d), -60, 60, pts(d)+[-1, 1]), area(d), 1e-6)

def chain(V, d, b, eta=0.5):    # leads, device and window in gauge eta
    v, s = np.sqrt(GB*b/2), (eta-.5)*V
    T = lambda E: caroli(E, eb+s+d/2, eb+s-d/2, t, sigma(E-eta*V, v, b), sigma(E+(1-eta)*V, v, b))
    return current(T, eta*V, -(1-eta)*V, 0.0, [p+s for p in pts(d)])
close(chain(.5, .3, 2., eta=1.0), chain(.5, .3, 2., eta=0.2), 1e-7)
frozB = lambda V, d0, eta, kT: current(TB(d0), eta*V, -(1-eta)*V, kT, pts(d0))
mfp = lambda E: expit(E/kT300)*expit(-E/kT300)/kT300      # -df/dE
V, eta = .25, .3
dform = G0*integ(lambda E: TB(0)(E)*(eta*mfp(E-eta*V)+(1-eta)*mfp(E+(1-eta)*V)),
                 -1.5, 1.5, pts(0)+[eta*V, -(1-eta)*V])
close((frozB(V+1e-4, 0, eta, kT300)-frozB(V-1e-4, 0, eta, kT300))/2e-4, dform, 1e-4)
for eta in (0., .3, 1.):
    Is = np.array([frozB(V, -.4, eta, 0.0) for V in np.linspace(-1.5, 1.5, 16)])
    assert np.all(np.diff(Is) > 0) and np.max(abs(Is)) < G0*area(-.4)
print(f"B inputs: ebar={eb}, t={t}, Gamma={GB} eV, alpha={al}")
Vres = .4/al
for name, d0, biases in (("B1", 0., (.2, .5, 1.)), ("B2", -.4, (Vres, -Vres, 1.))):
    print(f"{name}: delta0={d0} eV, Omega(0)={Om(d0):.4f} eV, Tmax(0)={peak(d0):.4g}")
    print(f"{name}: area(0)={area(d0):.4g} eV, frozen bound={G0*area(d0):.4g} uA")
    for V in biases:
        d = d0+al*V; I = IB(V, d)
        close(current(TB(d), V/2, -V/2, 0.0, pts(d)), I, 1e-7)
        close(frozB(V, d0, .5, 0.0), IB(V, d0), 1e-7)
        close(chain(V, d, 200.), I, 2e-3)   # finite-band error ~ V/(4 beta) or less
        print(f"{name} V={V:+.4f}: delta={round(d, 10)+0:.3f} eV, Omega={Om(d):.4f} eV, Tmax={peak(d):.4g}")
        print(f"   area={area(d):.4g} eV, I={I:.4g} uA, I0={IB(V, d0):.4g} uA")
        print(f"   300K: I={current(TB(d), V/2, -V/2, kT300, pts(d)):.4g} uA, I0={frozB(V, d0, .5, kT300):.4g} uA")
    Vp, Ip = maximize(lambda V: IB(V, d0+al*V), .01, 1.5, 1491)
    dI = (IB(1.001, d0+al*1.001)-IB(.999, d0+al*.999))/2e-3
    assert dI < 0 and Ip > IB(1., d0+al)
    print(f"{name}: current maximum {Ip:.4g} uA at {Vp:.4f} V; dI/dV(1 V)={dI:.4g} uS")
out("B1 I0/I at 1 V", IB(1., 0)/IB(1., al))
R = -IB(Vres, 0.)/IB(-Vres, -.8)
out("B2 resonance bias", Vres, "V"); out("B2 |I(+)/I(-)|", R)
assert R > 50 and IB(Vres, 0.) > 10*G0*area(-.4)
print("ALL CHECKS PASSED")
```

Printed output:

```
G0 = 77.481 uS
kT(300 K) = 0.025852 eV
A inputs: e0=0.5, GL=0.1, GR=0.02, U=1.0 eV, a=0, |V|=1.2 V
A gammaL = 0.83333
A gammaR = 0.16667
A n0 = 0.076031
A rho = 0.07531 1/eV
A lambda = 0.043634
A T(EF,0) = 0.0078864
A peak T (any V) = 0.55556
A dT/deps = -0.031098 1/eV
A G1 = 0.61105 uS
A G2 = -0.10514 uA/V^2
A saturation current = 8.1138 uA
A V=+1.2: eps=0.7048 eV, n=0.2808, deps/deV=0.3420
A V=+1.2: I=1.2246 uA, I(300K)=1.2809 uA
A V=+1.2: I0(eta=1/2)=6.5773 uA, I0(1/2-lam)=5.6557 uA
A V=-1.2: eps=0.6062 eV, n=0.1822, deps/deV=-0.3117
A V=-1.2: I=-3.6645 uA, I(300K)=-3.7020 uA
A V=-1.2: I0(eta=1/2)=-6.5773 uA, I0(1/2-lam)=-6.9971 uA
A eta=1/2-lambda = 0.45637
A |I(-)/I(+)| = 2.9924
B inputs: ebar=0.1, t=0.03, Gamma=0.05 eV, alpha=0.6
B1: delta0=0.0 eV, Omega(0)=0.0300 eV, Tmax(0)=1
B1: area(0)=0.0927 eV, frozen bound=7.183 uA
B1 V=+0.2000: delta=0.120 eV, Omega=0.0671 eV, Tmax=0.2
   area=0.02758 eV, I=1.06 uA, I0=3.584 uA
   300K: I=1.051 uA, I0=3.574 uA
B1 V=+0.5000: delta=0.300 eV, Omega=0.1530 eV, Tmax=0.03846
   area=0.005884 eV, I=0.3552 uA, I0=7.164 uA
   300K: I=0.3528 uA, I0=7.112 uA
B1 V=+1.0000: delta=0.600 eV, Omega=0.3015 eV, Tmax=0.009901
   area=0.001545 eV, I=0.1169 uA, I0=7.182 uA
   300K: I=0.1152 uA, I0=7.181 uA
B1: current maximum 1.17 uA at 0.1598 V; dI/dV(1 V)=-0.224 uS
B2: delta0=-0.4 eV, Omega(0)=0.2022 eV, Tmax(0)=0.022
B2: area(0)=0.003404 eV, frozen bound=0.2638 uA
B2 V=+0.6667: delta=0.000 eV, Omega=0.0300 eV, Tmax=1
   area=0.0927 eV, I=7.177 uA, I0=0.2444 uA
   300K: I=7.174 uA, I0=0.2296 uA
B2 V=-0.6667: delta=-0.800 eV, Omega=0.4011 eV, Tmax=0.005594
   area=0.0008752 eV, I=-0.03055 uA, I0=-0.2444 uA
   300K: I=-0.02716 uA, I0=-0.2296 uA
B2 V=+1.0000: delta=0.200 eV, Omega=0.1044 eV, Tmax=0.08257
   area=0.01227 eV, I=0.9492 uA, I0=0.2622 uA
   300K: I=0.949 uA, I0=0.2619 uA
B2: current maximum 7.177 uA at 0.6667 V; dI/dV(1 V)=-4.944 uS
B1 I0/I at 1 V = 61.412
B2 resonance bias = 0.66667 V
B2 |I(+)/I(-)| = 234.94
ALL CHECKS PASSED
```
